# When Gradient Repulsion Integrals in Rys Quadrature Need Another Root: a program that tests the result

```python
"""Gradient repulsion integrals by Rys quadrature.

Result under test: at a fixed root u = t^2, differentiating a two-dimensional
integral with respect to a centre gives 2*a*I(i+1) - i*I(i-1), and an m-th
derivative of an integral of total angular momentum L generally requires
floor((L+m)/2)+1 roots.

Symbols: exponents a,b,c,d on centres A,B,C,D; p=a+b, q=c+d, rho=pq/(p+q);
P,Q are the pair centres; T=rho|P-Q|^2. Rydberg units: kernel 2/r12.
A function string such as 'xsss' means (p_x s|s s). A derivative is a list of
(centre index, axis index). All functions are normalized s or p primitives.
"""
import numpy as np
import mpmath as mp
from pyscf import gto

E2 = 2.0  # squared electron charge in Rydberg units
EXPONENTS = np.array([0.8, 0.5, 0.6, 0.9])
CENTRES = np.array([[0.0, 0.0, 0.0], [1.0, 0.4, -0.2],
                    [1.5, 1.5, 0.7], [2.0, 1.0, 1.5]])
a, b, c, d = EXPONENTS
p, q = a + b, c + d
rho = p * q / (p + q)


def pair_centres(x):
    return (a * x[0] + b * x[1]) / p, (c * x[2] + d * x[3]) / q


def boys_argument(centres):
    P, Q = pair_centres(centres)
    return rho * np.sum((P - Q) ** 2)


def rule(T, n=None):
    """n-point Rys rule in u; n=None gives a dense Legendre rule in t."""
    z, wz = np.polynomial.legendre.leggauss(64)
    t = 0.5 * (z + 1)
    u, w = t * t, 0.5 * wz * np.exp(-T * t * t)
    if n is None:
        return u, w
    alpha, beta = [], []
    old, now, old_norm = np.zeros_like(u), np.ones_like(u), None
    for k in range(n):
        norm = np.sum(w * now**2)
        alpha.append(np.sum(w * u * now**2) / norm)
        ratio = 0.0 if k == 0 else norm / old_norm
        if k:
            beta.append(ratio)
        old, now = now, (u - alpha[-1]) * now - ratio * old
        old_norm = norm
    off = np.sqrt(np.array(beta))
    roots, vec = np.linalg.eigh(np.diag(alpha) + np.diag(off, 1)
                                + np.diag(off, -1))
    return roots, np.sum(w) * vec[0] ** 2


def moment(powers, x, u):
    """Polynomial part I(u) of the 2D integral; x holds four coordinates."""
    if min(powers) < 0:
        return np.zeros_like(u)
    i, j, k, l = powers
    if j:
        return (moment((i + 1, j - 1, k, l), x, u)
                + (x[0] - x[1]) * moment((i, j - 1, k, l), x, u))
    if l:
        return (moment((i, j, k + 1, l - 1), x, u)
                + (x[2] - x[3]) * moment((i, j, k, l - 1), x, u))
    P, Q = pair_centres(x)
    if i:
        c00 = P - x[0] - u * q / (p + q) * (P - Q)
        b10 = (1 - u * q / (p + q)) / (2 * p)
        b00 = u / (2 * (p + q))
        return (c00 * moment((i - 1, 0, k, 0), x, u)
                + (i - 1) * b10 * moment((i - 2, 0, k, 0), x, u)
                + k * b00 * moment((i - 1, 0, k - 1, 0), x, u))
    if k:
        d00 = Q - x[2] + u * p / (p + q) * (P - Q)
        b01 = (1 - u * p / (p + q)) / (2 * q)
        return (d00 * moment((0, 0, k - 1, 0), x, u)
                + (k - 1) * b01 * moment((0, 0, k - 2, 0), x, u))
    return np.ones_like(u)


def differentiated(powers, which, x, u):
    """Polynomial part after differentiating the full 2D integral."""
    if not which:
        return moment(powers, x, u)
    m = which[0]
    up, down = list(powers), list(powers)
    up[m] += 1
    down[m] -= 1
    value = 2 * EXPONENTS[m] * differentiated(tuple(up), which[1:], x, u)
    if powers[m]:
        value = value - powers[m] * differentiated(
            tuple(down), which[1:], x, u)
    return value


def prefactor(functions, centres):
    norm = np.prod((2 * EXPONENTS / np.pi) ** 0.75)
    for m, letter in enumerate(functions):
        if letter != "s":
            norm *= 2 * np.sqrt(EXPONENTS[m])
    ab2 = np.sum((centres[0] - centres[1]) ** 2)
    cd2 = np.sum((centres[2] - centres[3]) ** 2)
    return (norm * E2 * 2 * np.pi**2.5 / (p * q * np.sqrt(p + q))
            * np.exp(-a * b / p * ab2 - c * d / q * cd2))


def rys_integral(functions, derivs, n, centres=CENTRES):
    u, w = rule(boys_argument(centres), n)
    product = w.copy()
    for axis, letter in enumerate("xyz"):
        powers = tuple(int(f == letter) for f in functions)
        which = [m for m, ax in derivs if ax == axis]
        product = product * differentiated(powers, which,
                                           centres[:, axis], u)
    return prefactor(functions, centres) * np.sum(product)


def library_integral(functions, centres):
    names = ["H1", "H2", "H3", "H4"]
    atoms = [(nm, tuple(r)) for nm, r in zip(names, centres.tolist())]
    basis = {nm: [[int(f != "s"), [float(e), 1.0]]]
             for nm, f, e in zip(names, functions, EXPONENTS)}
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", cart=True, verbose=0)
    block = mol.intor_by_shell("int2e_cart", (0, 1, 2, 3))
    index = tuple(0 if f == "s" else "xyz".index(f) for f in functions)
    return E2 * block[index]


def finite_difference(function, centres, derivs, h=0.005):
    if not derivs:
        return function(centres)
    (m, axis), total = derivs[0], 0.0
    for step, weight in ((-2, 1/12), (-1, -2/3), (1, 2/3), (2, -1/12)):
        moved = centres.copy()
        moved[m, axis] += step * h
        total += weight * finite_difference(function, moved, derivs[1:], h)
    return total / h


# Two-dimensional integrals against direct integration over x1 and x2.
t_test = 0.6
u_test = np.array([t_test**2])
s2 = rho * t_test**2 / (1 - t_test**2)
grid = np.arange(-9.0, 11.0, 0.1)
test_powers = (2, 1, 1, 1)


def direct_2d(centres):
    x = centres[:, 0]
    f = [(grid - x[m]) ** test_powers[m]
         * np.exp(-EXPONENTS[m] * (grid - x[m]) ** 2) for m in range(4)]
    kernel = np.exp(-s2 * (grid[:, None] - grid[None, :]) ** 2)
    return 0.1**2 * (f[0] * f[1]) @ kernel @ (f[2] * f[3])


x0 = CENTRES[:, 0]
Px, Qx = pair_centres(x0)
X = Px - Qx
scale_2d = (np.pi * np.sqrt(1 - t_test**2) / np.sqrt(p * q)
            * np.exp(-a * b / p * (x0[0] - x0[1]) ** 2
                     - c * d / q * (x0[2] - x0[3]) ** 2
                     - rho * t_test**2 * X**2))
for which in ([], [0], [3], [0, 0], [0, 2]):
    direct = finite_difference(direct_2d, CENTRES, [(m, 0) for m in which])
    formula = scale_2d * differentiated(test_powers, which, x0, u_test)[0]
    assert abs(direct - formula) < 1e-6, (which, direct, formula)

# Derivative of the polynomial part plus the derivative of the exponentials.
poly_slope = finite_difference(
    lambda r: moment(test_powers, r[:, 0], u_test)[0], CENTRES, [(0, 0)])
exp_slope = -2*a*b/p * (x0[0] - x0[1]) - 2*a/p * rho * u_test[0] * X
rebuilt = poly_slope + exp_slope * moment(test_powers, x0, u_test)[0]
assert abs(rebuilt - differentiated(test_powers, [0], x0, u_test)[0]) < 1e-8

# Squared norms of monic Rys polynomials from Boys functions.
T = boys_argument(CENTRES)
mp.mp.dps = 40


def boys(m):
    return mp.hyp1f1(m + mp.mpf(1)/2, m + mp.mpf(3)/2, -mp.mpf(T)) / (2*m + 1)


def hankel(n):
    if n == 0:
        return mp.mpf(1)
    return mp.det(mp.matrix([[boys(i + j) for j in range(n)]
                             for i in range(n)]))


def monic_norm(n):
    return float(hankel(n + 1) / hankel(n))


P, Q = pair_centres(CENTRES)


def mean_slope(m, axis):
    factor = -q / (p + q) if m < 2 else p / (p + q)
    return factor * (P - Q)[axis]


def leading_coefficient(functions, derivs):
    value = 1.0
    for m, letter in enumerate(functions):
        if letter != "s":
            value *= mean_slope(m, "xyz".index(letter))
    for m, axis in derivs:
        value *= 2 * EXPONENTS[m] * mean_slope(m, axis)
    return value


# Root counts found by trial, with values checked by an independent library.
derivative_sets = {0: [[]], 1: [[(0, 0)], [(2, 2)]],
                   2: [[(0, 0), (0, 0)], [(0, 0), (1, 1)], [(0, 2), (2, 2)]]}
table = []
worst_library = 0.0
for L in range(5):
    base_roots = L // 2 + 1
    counts, shortfalls = [], []
    for order, sets in derivative_sets.items():
        found, shortfall = set(), 0.0
        for pattern in ("xxxx", "yzxy"):
            functions = pattern[:L] + "s" * (4 - L)
            for derivs in sets:
                dense = rys_integral(functions, derivs, None)
                library = finite_difference(
                    lambda r: library_integral(functions, r), CENTRES, derivs)
                worst_library = max(worst_library, abs(dense - library))
                assert abs(dense - library) < 1e-7, (functions, derivs)
                errors = [dense - rys_integral(functions, derivs, n)
                          for n in range(1, 6)]
                found.add(next(n for n in range(1, 6)
                               if abs(errors[n - 1]) < 1e-10))
                missing = errors[base_roots - 1]
                shortfall = max(shortfall, abs(missing))
                if L + order == 2 * base_roots:
                    predicted = (prefactor(functions, CENTRES)
                                 * leading_coefficient(functions, derivs)
                                 * monic_norm(base_roots))
                    assert abs(missing - predicted) < (
                        1e-12 + 1e-7 * abs(predicted))
        assert found == {(L + order) // 2 + 1}, (L, order, found)
        counts.append(found.pop())
        shortfalls.append(shortfall)
    table.append((L, counts, shortfalls))

# Worked example: (p_x s|s s), derivative with respect to A_x.
example, along_x = "xsss", [(0, 0)]
energy = rys_integral(example, [], 1)
gradient = rys_integral(example, along_x, 2)
frozen = rys_integral(example, along_x, 1)
library_gradient = finite_difference(
    lambda r: library_integral(example, r), CENTRES, along_x)
moving = finite_difference(
    lambda r: rys_integral(example, [], 1, r), CENTRES, along_x)
predicted_error = (prefactor(example, CENTRES)
                   * leading_coefficient(example, along_x) * monic_norm(1))
assert abs(gradient - library_gradient) < 1e-7
assert abs(moving - gradient) < 1e-7
assert abs(frozen - gradient) > 1e-3

# Translational sums vanish even when a root is missing.
two_root = [rys_integral(example, [(m, 0)], 2) for m in range(4)]
one_root = [rys_integral(example, [(m, 0)], 1) for m in range(4)]
assert abs(sum(two_root)) < 1e-12 and abs(sum(one_root)) < 1e-12

# With P_x = Q_x one root suffices along x, but still not along y.
aligned = CENTRES.copy()
aligned[2:, 0] += X
aligned_errors = []
for functions, axis in (("xsss", 0), ("ysss", 0), ("ysss", 1)):
    reference = finite_difference(
        lambda r: library_integral(functions, r), aligned, [(0, axis)])
    aligned_errors.append(
        reference - rys_integral(functions, [(0, axis)], 1, aligned))
assert max(abs(e) for e in aligned_errors[:2]) < 1e-7
assert abs(aligned_errors[2]) > 1e-3

# Second derivative of (ss|ss).
second_one = rys_integral("ssss", along_x * 2, 1)
second_two = rys_integral("ssss", along_x * 2, 2)

print("exponents a b c d (bohr^-2):", *EXPONENTS)
for name, r in zip("ABCD", CENTRES):
    print(f"centre {name} (bohr):", *r)
print(f"p, q, rho (bohr^-2): {p:.4f} {q:.4f} {rho:.6f}")
print("P (bohr):", *[f"{v:.6f}" for v in P])
print("Q (bohr):", *[f"{v:.6f}" for v in Q])
print(f"X = Px-Qx (bohr): {X:.6f}")
print(f"T (no unit): {T:.6f}")
print("Boys F0 F1 F2:", *[f"{float(boys(m)):.8f}" for m in range(3)])
print(f"h_1 = F2-F1^2/F0 (no unit): {monic_norm(1):.8f}")
print(f"prefactor (p_x s|ss) (Ry/bohr): {prefactor(example, CENTRES):.8f}")
for n in (1, 2):
    roots, weights = rule(T, n)
    for k, (r, w) in enumerate(zip(roots, weights), 1):
        at = np.array([r])
        i1 = moment((1, 0, 0, 0), x0, at)[0]
        i2 = moment((2, 0, 0, 0), x0, at)[0]
        dif = differentiated((1, 0, 0, 0), [0], x0, at)[0]
        print(f"{n}-root rule, root {k}: u={r:.8f} w={w:.8f}")
        print(f"  I1={i1:.8f} bohr, I2={i2:.8f} bohr^2, 2a*I2-I0={dif:.8f}")
print(f"(p_x s|ss), 1 root (Ry): {energy:.8f}")
print(f"(p_x s|ss), 1 root (hartree): {energy / E2:.8f}")
print(f"d/dAx, 2 roots (Ry/bohr): {gradient:.8f}")
print(f"d/dAx, 2 roots (hartree/bohr): {gradient / E2:.8f}")
print(f"d/dAx, library differences (Ry/bohr): {library_gradient:.8f}")
print(f"d/dAx, 1 root, 2D formula (Ry/bohr): {frozen:.8f}")
print(f"d/dAx, 1 moving root (Ry/bohr): {moving:.8f}")
print(f"2-root minus 1-root (Ry/bohr): {gradient - frozen:.8f}")
print(f"predicted difference (Ry/bohr): {predicted_error:.8f}")
print("d/dx of A B C D, 2 roots (Ry/bohr):", *[f"{v:.6f}" for v in two_root])
print("d/dx of A B C D, 1 root (Ry/bohr):", *[f"{v:.6f}" for v in one_root])
print(f"size of 1-root sum (Ry/bohr): {abs(sum(one_root)):.1e}")
print("Px=Qx, 1-root errors (Ry/bohr):")
for label, e in zip(("p_x, d/dAx", "p_y, d/dAx", "p_y, d/dAy"),
                    aligned_errors):
    print(f"  {label}: {e:.1e}")
print(f"(ss|ss) d2/dAx2, 1 root (Ry/bohr^2): {second_one:.8f}")
print(f"(ss|ss) d2/dAx2, 2 roots (Ry/bohr^2): {second_two:.8f}")
print("L: roots for value, 1st, 2nd derivative;")
print("  largest error with the value's roots (Ry/bohr, Ry/bohr^2)")
for L, n, e in table:
    print(f"L={L}: {n[0]} {n[1]} {n[2]}; {e[1]:.1e} {e[2]:.1e}")
print(f"largest library deviation, all orders (Ry, bohr): {worst_library:.1e}")
print("verified")
```

It prints:

```
exponents a b c d (bohr^-2): 0.8 0.5 0.6 0.9
centre A (bohr): 0.0 0.0 0.0
centre B (bohr): 1.0 0.4 -0.2
centre C (bohr): 1.5 1.5 0.7
centre D (bohr): 2.0 1.0 1.5
p, q, rho (bohr^-2): 1.3000 1.5000 0.696429
P (bohr): 0.384615 0.153846 -0.076923
Q (bohr): 1.800000 1.200000 1.180000
X = Px-Qx (bohr): -1.415385
T (no unit): 3.257619
Boys F0 F1 F2: 0.48576342 0.06865190 0.02570525
h_1 = F2-F1^2/F0 (no unit): 0.01600282
prefactor (p_x s|ss) (Ry/bohr): 1.43809434
1-root rule, root 1: u=0.14132786 w=0.48576342
  I1=0.49177607 bohr, I2=0.59733933 bohr^2, 2a*I2-I0=-0.04425707
2-root rule, root 1: u=0.06480476 w=0.41244984
  I1=0.43375306 bohr, I2=0.55940447 bohr^2, 2a*I2-I0=-0.10495284
2-root rule, root 2: u=0.57183384 w=0.07331359
  I1=0.81820368 bohr, I2=0.93624974 bohr^2, 2a*I2-I0=0.49799958
(p_x s|ss), 1 root (Ry): 0.34354179
(p_x s|ss), 1 root (hartree): 0.17177090
d/dAx, 2 roots (Ry/bohr): -0.00974690
d/dAx, 2 roots (hartree/bohr): -0.00487345
d/dAx, library differences (Ry/bohr): -0.00974690
d/dAx, 1 root, 2D formula (Ry/bohr): -0.03091682
d/dAx, 1 moving root (Ry/bohr): -0.00974690
2-root minus 1-root (Ry/bohr): 0.02116992
predicted difference (Ry/bohr): 0.02116992
d/dx of A B C D, 2 roots (Ry/bohr): -0.009747 0.086975 0.092784 -0.170012
d/dx of A B C D, 1 root (Ry/bohr): -0.030917 0.073744 0.106544 -0.149371
size of 1-root sum (Ry/bohr): 2.8e-17
Px=Qx, 1-root errors (Ry/bohr):
  p_x, d/dAx: -1.7e-11
  p_y, d/dAx: -2.0e-11
  p_y, d/dAy: 2.4e-02
(ss|ss) d2/dAx2, 1 root (Ry/bohr^2): -0.02765284
(ss|ss) d2/dAx2, 2 roots (Ry/bohr^2): -0.00871789
L: roots for value, 1st, 2nd derivative;
  largest error with the value's roots (Ry/bohr, Ry/bohr^2)
L=0: 1 1 2; 2.8e-17 1.9e-02
L=1: 1 2 2; 2.1e-02 3.2e-02
L=2: 2 2 3; 1.1e-16 1.9e-03
L=3: 2 3 3; 1.6e-03 3.0e-03
L=4: 3 3 4; 1.7e-16 1.6e-04
largest library deviation, all orders (Ry, bohr): 5.5e-10
verified
```
